# Auger coefficients for many gap corrections from one mismatch histogram: verification in Python

```python
"""Auger coefficients from one histogram of transition strengths.

Result under test: for two electrons + one hole -> one hot electron,
    C(shift, sigma) = sum_j H_j g_sigma(E_j + shift),
where H is the histogram of strengths against the energy mismatch
    D = e1 + e2 - e3 - e4   of the uncorrected bands,
shift is a rigid upward move of the conduction band, g_sigma a normalized
kernel, and C = R/(n^2 p) with R the recombination rate per volume.
States: 1, 2 conduction electrons, 3 the heavy-hole state that is filled,
4 the hot conduction electron, k4 = k1 + k2 - k3.
Bands: s and three p orbitals, coupling P*k, no spin-orbit term.
Hartree atomic units inside; the histogram axis is in eV and C in cm^6/s.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as sc
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import expit

EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_CM = 100 * sc.physical_constants["atomic unit of length"][0]
TIME_S = sc.physical_constants["atomic unit of time"][0]
KB = sc.k / sc.physical_constants["Hartree energy"][0]
C_UNIT = BOHR_CM**6 / TIME_S

START_GAP, TARGET_SHIFT = 0.25, 0.10          # eV
KANE_ENERGY, HEAVY, EPS = 14.0, 0.41, 12.3    # eV, electron masses, none
DENSITY_CM, TEMPERATURE = 1e17, 300.0         # cm^-3, K
DENSITY = DENSITY_CM * BOHR_CM**3
P = np.sqrt(KANE_ENERGY / EV / 2)
K = np.linspace(0.0, 0.18, 8001)              # radial grid, 1/bohr


def make_model(gap_ev, heavy=HEAVY):
    return SimpleNamespace(gap=gap_ev / EV, heavy=heavy)


def bands(k, model):
    """Conduction energy, its s and p amplitudes, light-hole energy."""
    es = model.gap + k**2 / 2
    ep = -k**2 / (2 * model.heavy)
    half = (es - ep) / 2
    root = np.sqrt(half**2 + (P * k)**2)
    s_amp = np.sqrt((1 + half / root) / 2)
    p_amp = P * k / (2 * root * s_amp)
    return (es + ep) / 2 + root, s_amp, p_amp, (es + ep) / 2 - root


def carriers(model, kt, shift=0.0):
    """Quasi-Fermi levels at fixed density and squared screening wavevector."""
    ec, _, _, light = bands(K, model)
    ec = ec + shift
    heavy = -K**2 / (2 * model.heavy)

    def electrons(mu):
        return trapezoid(K**2 * expit((mu - ec) / kt), K) / np.pi**2

    def holes(mu):
        occ = 2 * expit((heavy - mu) / kt) + expit((light - mu) / kt)
        return trapezoid(K**2 * occ, K) / np.pi**2

    edge = model.gap + shift
    mu_e = brentq(lambda m: electrons(m) - DENSITY, edge - 0.04, edge + 0.04,
                  xtol=1e-15)
    mu_h = brentq(lambda m: holes(m) - DENSITY, -0.04, 0.04, xtol=1e-15)
    step = 1e-3 * kt
    response = (electrons(mu_e + step) - electrons(mu_e - step)
                - holes(mu_h + step) + holes(mu_h - step)) / (2 * step)
    return SimpleNamespace(e=mu_e, h=mu_h, lam2=4 * np.pi * response / EPS)


def length(v):
    return np.sqrt(np.sum(v**2, axis=1))


def directions(rng, count):
    v = rng.normal(size=(count, 3))
    return v / length(v)[:, None]


def pick(rng, profile, count):
    """Random wavevectors with density proportional to profile(|k|)."""
    cdf = cumulative_trapezoid(K**2 * profile, K, initial=0)
    radius = np.interp(rng.random(count) * cdf[-1], cdf, K)
    return radius[:, None] * directions(rng, count)


def strength(k1, k2, k3, model, lam2):
    """Spin-summed |matrix element|^2 times volume^2, both heavy bands."""
    k4 = k1 + k2 - k3
    n1, n2, n3, n4 = [v / length(v)[:, None] for v in (k1, k2, k3, k4)]
    _, s1, p1, _ = bands(length(k1), model)
    _, s2, p2, _ = bands(length(k2), model)
    _, s4, p4, _ = bands(length(k4), model)
    o41 = s4 * s1 + p4 * p1 * np.sum(n4 * n1, axis=1)
    o42 = s4 * s2 + p4 * p2 * np.sum(n4 * n2, axis=1)
    t1 = p1[:, None] * (n1 - np.sum(n1 * n3, axis=1)[:, None] * n3)
    t2 = p2[:, None] * (n2 - np.sum(n2 * n3, axis=1)[:, None] * n3)
    w13 = 4 * np.pi / (EPS * (np.sum((k1 - k3)**2, axis=1) + lam2))
    w23 = 4 * np.pi / (EPS * (np.sum((k2 - k3)**2, axis=1) + lam2))
    d = (w13 * o42)[:, None] * t1
    x = (w23 * o41)[:, None] * t2
    return 2 * np.sum(d * d + x * x - d * x, axis=1)


def gauss(x, sigma):
    return np.exp(-x**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))


def histogram(energy, weight, width):
    """Share each event linearly between its two neighbouring nodes."""
    low = np.floor(energy.min() / width)
    position = energy / width - low
    cell = np.floor(position).astype(int)
    part = position - cell
    size = cell.max() + 2
    h = np.bincount(cell, weight * (1 - part), minlength=size)
    h += np.bincount(cell + 1, weight * part, minlength=size)
    return (low + np.arange(size)) * width, h


def energy_shell(model, temperature, shift_ev, screen=1.0, count=60000):
    """Sharp coefficient: solve energy conservation for |k3|, no broadening."""
    rng = np.random.default_rng(7)
    kt = KB * temperature
    gas = carriers(model, kt)
    occupied = expit((gas.e - bands(K, model)[0]) / kt)
    k1, k2 = pick(rng, occupied, count), pick(rng, occupied, count)
    n3 = directions(rng, count)
    start = (bands(length(k1), model)[0] + bands(length(k2), model)[0]
             + shift_ev / EV)

    def mismatch(r):
        e4 = bands(length(k1 + k2 - r[:, None] * n3), model)[0]
        return start + r**2 / (2 * model.heavy) - e4

    lo, hi = np.zeros(count), np.full(count, K[-1])
    assert np.all(mismatch(lo) > 0)
    for _ in range(40):
        mid = (lo + hi) / 2
        positive = mismatch(mid) > 0
        lo, hi = np.where(positive, mid, lo), np.where(positive, hi, mid)
    r = (lo + hi) / 2
    slope = np.abs(mismatch(r + 1e-5) - mismatch(r - 1e-5)) / 2e-5
    k3 = r[:, None] * n3
    e4 = bands(length(k1 + k2 - k3), model)[0]
    hole = expit((-r**2 / (2 * model.heavy) - gas.h) / kt)
    term = (r**2 / (2 * np.pi**2) * hole * expit((e4 - gas.e) / kt)
            * strength(k1, k2, k3, model, screen * gas.lam2) / slope)
    term *= np.pi / (2 * DENSITY) * C_UNIT
    return SimpleNamespace(
        c=term.mean(), err=term.std() / np.sqrt(count),
        hot=EV * np.average(e4 - model.gap, weights=term),
        hole=EV * np.average(r**2 / (2 * model.heavy), weights=term))


# --- spin sum from explicit two-electron determinants
rng = np.random.default_rng(1)
w = rng.normal(size=(4, 4, 4, 4)) + 1j * rng.normal(size=(4, 4, 4, 4))
w = w + w.transpose(1, 0, 3, 2)               # identical particles


def determinant(a, s, b, t):
    v = np.zeros((4, 2, 4, 2))
    v[a, s, b, t] += 1 / np.sqrt(2)
    v[b, t, a, s] -= 1 / np.sqrt(2)
    return v


total = 0.0
for spins in np.ndindex(2, 2, 2, 2):
    initial = determinant(0, spins[0], 1, spins[1])
    final = determinant(2, spins[2], 3, spins[3])
    total += abs(np.einsum("asbt,abcd,csdt->", final, w, initial))**2
md, mx = w[2, 3, 0, 1], w[3, 2, 0, 1]
assert np.isclose(total, 2 * (abs(md - mx)**2 + abs(md)**2 + abs(mx)**2))

# --- the transition list: one set of matrix elements, no delta function
model = make_model(START_GAP)
kt = KB * TEMPERATURE
gas = carriers(model, kt)
COUNT = 600000
rng = np.random.default_rng(2)
occupied = expit((gas.e - bands(K, model)[0]) / kt)
hole_profile = np.exp(-K**2 / (4 * model.heavy * kt))
hole_norm = 4 * np.pi * trapezoid(K**2 * hole_profile, K)
k1, k2 = pick(rng, occupied, COUNT), pick(rng, occupied, COUNT)
k3 = pick(rng, hole_profile, COUNT)
e1, e2, e4 = [bands(length(v), model)[0] for v in (k1, k2, k1 + k2 - k3)]
e3 = -length(k3)**2 / (2 * model.heavy)
density3 = np.exp(e3 / (2 * kt)) / hole_norm
mismatch = EV * (e1 + e2 - e3 - e4)
weight = (np.pi / (2 * DENSITY) / COUNT * expit((e3 - gas.h) / kt)
          / ((2 * np.pi)**3 * density3) * expit((e4 - gas.e) / kt)
          * strength(k1, k2, k3, model, gas.lam2)) * EV * C_UNIT


def explicit(shift, sigma):
    return np.sum(weight * gauss(mismatch + shift, sigma))


# --- full recalculation with shifted Hamiltonians and new Fermi levels
def hamiltonian(k):
    k2sum = np.sum(k**2, axis=1)
    h = np.zeros((len(k), 4, 4))
    h[:, 0, 0] = model.gap + k2sum / 2
    h[:, 0, 1:] = h[:, 1:, 0] = P * k
    for i in (1, 2, 3):
        h[:, i, i] = -k2sum / (2 * model.heavy)
    return h


def shifted_states(k, shift):
    h = hamiltonian(k)
    c = np.linalg.eigh(h)[1][:, :, 3]
    return np.linalg.eigh(h + shift * c[:, :, None] * c[:, None, :])


M = 4000
q1, q2, q3 = k1[:M], k2[:M], k3[:M]
worst_direct = 0.0
for shift_ev in (0.05, 0.10, 0.20):
    shift = shift_ev / EV
    new = carriers(model, kt, shift)
    (a1, u1), (a2, u2), (a3, u3), (a4, u4) = [
        shifted_states(v, shift) for v in (q1, q2, q3, q1 + q2 - q3)]
    v13 = 4 * np.pi / (EPS * (np.sum((q1 - q3)**2, axis=1) + new.lam2))
    v23 = 4 * np.pi / (EPS * (np.sum((q2 - q3)**2, axis=1) + new.lam2))
    c1, c2, c4 = u1[:, :, 3], u2[:, :, 3], u4[:, :, 3]
    s_total = 0.0
    for band in (1, 2):
        hh = u3[:, :, band]
        d = v13 * np.sum(hh * c1, axis=1) * np.sum(c4 * c2, axis=1)
        x = v23 * np.sum(hh * c2, axis=1) * np.sum(c4 * c1, axis=1)
        s_total = s_total + (d - x)**2 + d**2 + x**2
    ratio = 1.0
    for a, e in ((a1, e1), (a2, e2)):
        sampled = expit((gas.e - e[:M]) / kt) / (4 * np.pi**3 * DENSITY)
        ratio = ratio * expit((new.e - a[:, 3]) / kt) / sampled
    ratio = ratio * expit((a3[:, 2] - new.h) / kt) / density3[:M]
    ratio = ratio * expit((a4[:, 3] - new.e) / kt)
    balance = EV * (a1[:, 3] + a2[:, 3] - a3[:, 2] - a4[:, 3])
    fresh = (2 * np.pi / DENSITY**3 / (2 * np.pi)**9 / COUNT * EV * C_UNIT
             * np.sum(ratio * s_total * gauss(balance, 0.02)))
    stored = np.sum(weight[:M] * gauss(mismatch[:M] + shift_ev, 0.02))
    worst_direct = max(worst_direct, abs(fresh / stored - 1))
    # two holes + one electron: 1 conduction, 2 deep valence, 3 and 4 heavy
    b1, b2, b3, b4 = [np.linalg.eigvalsh(hamiltonian(v))
                      for v in (q1, q2, q3, q1 + q2 - q3)]
    old_hhe = b1[:, 3] + b2[:, 0] - b3[:, 2] - b4[:, 2]
    new_hhe = a1[:, 3] + a2[:, 0] - a3[:, 2] - a4[:, 2]
    assert np.allclose(new_hhe - old_hhe, shift, atol=1e-12)
assert worst_direct < 1e-6

# --- binning error on the real list, with its rigorous bound
SIGMA = 0.02
reference = explicit(TARGET_SHIFT, SIGMA)
bin_errors = []
for width in (0.002, 0.010, 0.040):
    nodes, h = histogram(mismatch, weight, width)
    error = np.sum(h * gauss(nodes + TARGET_SHIFT, SIGMA)) - reference
    bound = width**2 / 8 * weight.sum() / (SIGMA**3 * np.sqrt(2 * np.pi))
    assert abs(error) <= bound
    bin_errors.append((width, error / reference, bound / reference))
assert abs(bin_errors[0][1]) < 1e-3

# --- added variance b^2/6 and smoothing bias on an exponential density
rate, wide = 10.0, 0.04
events = np.linspace(-1, 1, 400001)
load = np.exp(rate * events) * (events[1] - events[0])
nodes, h = histogram(events, load, wide)
smooth = np.sum(load * gauss(events, wide))
excess = np.sum(h * gauss(nodes, wide)) / smooth - 1
assert np.isclose(smooth, np.exp(rate**2 * wide**2 / 2), rtol=1e-4)
assert np.isclose(excess, rate**2 * (wide**2 / 6) / 2, rtol=0.02)

# --- histogram against the energy-shell calculation
WIDTH = 0.002
nodes, h = histogram(mismatch, weight, WIDTH)


def coefficient(shift, sigma):
    return np.sum(h * gauss(nodes + shift, sigma))


def sampling_error(kernel):
    terms = weight * kernel
    return np.sqrt(np.sum(terms**2) - np.sum(terms)**2 / COUNT)


table = []
for shift in (0.0, 0.05, 0.10, 0.15, 0.20):
    s = 0.015
    limit = 2 * coefficient(shift, s) - coefficient(shift, np.sqrt(2) * s)
    err = sampling_error(2 * gauss(mismatch + shift, s)
                         - gauss(mismatch + shift, np.sqrt(2) * s))
    sharp = energy_shell(model, TEMPERATURE, shift)
    # 0.5 % allows for the fourth-order smoothing remainder
    assert abs(limit - sharp.c) < 4.5 * np.hypot(err, sharp.err) + 0.005 * sharp.c
    table.append((shift, coefficient(shift, SIGMA), limit, err, sharp))
base = table[2][4]

# --- broadening equals a Gaussian average over gap corrections
x, gh = np.polynomial.hermite_e.hermegauss(5)
average = sum(g * energy_shell(model, TEMPERATURE, TARGET_SHIFT + 0.04 * y).c
              for y, g in zip(x, gh)) / np.sqrt(2 * np.pi)
broad = coefficient(TARGET_SHIFT, 0.04)
broad_err = sampling_error(gauss(mismatch + TARGET_SHIFT, 0.04))
assert abs(broad - average) < 4.5 * np.hypot(broad_err, base.err) + 0.005 * average

# --- which part of the list is needed
needed = (mismatch > -0.20 - 5 * SIGMA) & (mismatch < 5 * SIGMA)
for shift in (0.0, 0.10, 0.20):
    kept = np.sum((weight * gauss(mismatch + shift, SIGMA))[needed])
    assert abs(kept / explicit(shift, SIGMA) - 1) < 1e-3
early = np.abs(mismatch) < 3 * SIGMA
early_part = np.sum((weight * gauss(mismatch + TARGET_SHIFT, SIGMA))[early])
early_part /= reference
assert early_part < 0.5
hwhm = 0.010
lorentz = np.sum(h * hwhm / np.pi / ((nodes + TARGET_SHIFT)**2 + hwhm**2))

# --- light holes: collinear wavevectors give the smallest mismatch
g = np.linspace(0, 0.06, 61)
ga, gb, gc = np.meshgrid(g, g, g, indexing="ij")
light = EV * (bands(ga, model)[0] + bands(gb, model)[0] - bands(gc, model)[3]
              - bands(ga + gb + gc, model)[0]) + TARGET_SHIFT
assert light.min() > 0

# --- neglected effects, all with the sharp energy shell
regap = make_model(START_GAP + TARGET_SHIFT)
opened = energy_shell(regap, TEMPERATURE, 0.0)
heavier = energy_shell(make_model(START_GAP, 0.60), TEMPERATURE, TARGET_SHIFT)
warm = energy_shell(model, 350.0, TARGET_SHIFT)
bare = energy_shell(model, TEMPERATURE, TARGET_SHIFT, screen=0.0)


def edge_mass(m):
    dk = 1e-4
    return dk**2 / (2 * (bands(dk, m)[0] - m.gap))


for m in (model, regap):
    assert np.isclose(edge_mass(m), 1 / (1 + 2 * P**2 / m.gap), rtol=1e-3)

print(f"starting gap {START_GAP:.2f} eV, target correction {TARGET_SHIFT:.2f} eV")
print(f"Kane energy 2P^2 {KANE_ENERGY:.1f} eV, heavy-hole mass {HEAVY:.2f} m0")
print(f"dielectric constant {EPS:.1f}, temperature {TEMPERATURE:.0f} K")
print(f"n = p = {DENSITY_CM:.1e} cm^-3, thermal energy {kt*EV*1e3:.2f} meV")
print(f"electron Fermi level above band edge {(gas.e-model.gap)*EV*1e3:.1f} meV")
print(f"hole Fermi level above valence top {gas.h*EV*1e3:.1f} meV")
print(f"screening wavevector {np.sqrt(gas.lam2)/(BOHR_CM*1e7):.3f} 1/nm")
print(f"transitions in list {COUNT}, histogram nodes {len(nodes)}")
print(f"bin width {WIDTH*1e3:.0f} meV")
print(f"mismatch range {mismatch.min():.2f} to {mismatch.max():.2f} eV")
print(f"fresh diagonalization vs stored list, worst rel. diff {worst_direct:.1e}")
print("C in cm^6/s: hist = 20 meV Gaussian, lim = extrapolated to zero width")
for shift, c20, limit, err, sharp in table:
    print(f"shift {shift:.2f} eV: hist {c20:.3e}, lim {limit:.3e} +- {err:.0e}, "
          f"shell {sharp.c:.3e} +- {sharp.err:.0e}")
print(f"Gaussian broadening tests at shift {TARGET_SHIFT:.2f} eV:")
for s in (0.005, 0.010, 0.020, 0.040):
    e = sampling_error(gauss(mismatch + TARGET_SHIFT, s))
    print(f"sigma {s*1e3:.0f} meV: C {coefficient(TARGET_SHIFT, s):.3e} "
          f"+- {e:.0e} cm^6/s")
print(f"shell C averaged over 40 meV gap spread {average:.3e} cm^6/s")
print(f"Lorentzian, half width {hwhm*1e3:.0f} meV: C {lorentz:.3e} cm^6/s")
for width, error, bound in bin_errors:
    print(f"bin {width*1e3:.0f} meV, sigma 20 meV: rel. error {error:.1e}, "
          f"bound {bound:.1e}")
print(f"exponential test: excess {100*excess:.3f} %, "
      f"b^2/6 rule {100*rate**2*wide**2/12:.3f} %")
print(f"share of list needed for shifts 0 to 0.20 eV {100*needed.mean():.1f} %")
print(f"C kept if list is cut at 60 meV before the shift {100*early_part:.1f} %")
print(f"mean hot-electron energy above band edge {base.hot:.3f} eV")
print(f"mean energy of the hole used {base.hole*1e3:.0f} meV")
print(f"Auger lifetime 1/(C n^2) at target {1e9/(base.c*DENSITY_CM**2):.1f} ns")
print("neglected effects, sharp C at the 0.35 eV gap:")
print(f"rigid shift {base.c:.3e} cm^6/s, edge mass {edge_mass(model):.4f} m0")
print(f"gap opened in Hamiltonian {opened.c:.3e} cm^6/s, "
      f"edge mass {edge_mass(regap):.4f} m0")
print(f"ratio opened/rigid {opened.c/base.c:.3f}")
print(f"ratio for heavy-hole mass 0.60 m0 {heavier.c/base.c:.3f}")
print(f"ratio for 350 K {warm.c/base.c:.3f}")
print(f"ratio without carrier screening {bare.c/base.c:.3f}")
print(f"smallest light-hole mismatch in scan {light.min():.3f} eV")
print("finished without a failed check")
```

Printed output:

```
starting gap 0.25 eV, target correction 0.10 eV
Kane energy 2P^2 14.0 eV, heavy-hole mass 0.41 m0
dielectric constant 12.3, temperature 300 K
n = p = 1.0e+17 cm^-3, thermal energy 25.85 meV
electron Fermi level above band edge 13.1 meV
hole Fermi level above valence top 126.3 meV
screening wavevector 0.100 1/nm
transitions in list 600000, histogram nodes 819
bin width 2 meV
mismatch range -0.91 to 0.72 eV
fresh diagonalization vs stored list, worst rel. diff 4.0e-15
C in cm^6/s: hist = 20 meV Gaussian, lim = extrapolated to zero width
shift 0.00 eV: hist 4.352e-27, lim 4.220e-27 +- 3e-29, shell 4.219e-27 +- 1e-29
shift 0.05 eV: hist 2.308e-27, lim 2.233e-27 +- 1e-29, shell 2.239e-27 +- 8e-30
shift 0.10 eV: hist 1.196e-27, lim 1.159e-27 +- 8e-30, shell 1.151e-27 +- 5e-30
shift 0.15 eV: hist 5.910e-28, lim 5.683e-28 +- 4e-30, shell 5.675e-28 +- 2e-30
shift 0.20 eV: hist 2.776e-28, lim 2.653e-28 +- 2e-30, shell 2.653e-28 +- 1e-30
Gaussian broadening tests at shift 0.10 eV:
sigma 5 meV: C 1.170e-27 +- 1e-29 cm^6/s
sigma 10 meV: C 1.170e-27 +- 8e-30 cm^6/s
sigma 20 meV: C 1.196e-27 +- 6e-30 cm^6/s
sigma 40 meV: C 1.319e-27 +- 4e-30 cm^6/s
shell C averaged over 40 meV gap spread 1.317e-27 cm^6/s
Lorentzian, half width 10 meV: C 1.632e-27 cm^6/s
bin 2 meV, sigma 20 meV: rel. error 5.1e-05, bound 3.0e-01
bin 10 meV, sigma 20 meV: rel. error 1.3e-03, bound 7.4e+00
bin 40 meV, sigma 20 meV: rel. error 1.1e-02, bound 1.2e+02
exponential test: excess 1.340 %, b^2/6 rule 1.333 %
share of list needed for shifts 0 to 0.20 eV 65.8 %
C kept if list is cut at 60 meV before the shift 4.1 %
mean hot-electron energy above band edge 0.510 eV
mean energy of the hole used 50 meV
Auger lifetime 1/(C n^2) at target 86.9 ns
neglected effects, sharp C at the 0.35 eV gap:
rigid shift 1.151e-27 cm^6/s, edge mass 0.0175 m0
gap opened in Hamiltonian 6.606e-28 cm^6/s, edge mass 0.0244 m0
ratio opened/rigid 0.574
ratio for heavy-hole mass 0.60 m0 1.227
ratio for 350 K 1.032
ratio without carrier screening 1.036
smallest light-hole mismatch in scan 0.195 eV
finished without a failed check
```
